Excitons from the kernel −α/q² in a two-band model

**Problem**

An insulator has one valence and one conduction band. A vertical electron-hole pair with wave vector k costs the energy

E_k = Eg + k²/(2μ),

where Eg is the quasiparticle gap and μ the reduced mass. Light is polarized along x, and the momentum matrix element between the bands has the same real value p for every k. The spin factor is g = 2. Hartree atomic units are used throughout.

Electron-hole attraction is described within time-dependent density-functional theory (TDDFT) by the static kernel

f_xc(q) = −α/q², α > 0,

which acts on the response of independent quasiparticles. In these units α is a pure number. Local fields are neglected, so only the macroscopic component of the density enters, and q → 0.

(a) Find the macroscopic dielectric function in terms of the independent-pair response.

(b) For which α does it have a pole at a real frequency between zero and the gap?

(c) How many bound states can the kernel produce?

(d) Compare these states and their optical strengths with those of a screened Coulomb attraction −1/(εr) in the same bands, at equal binding energy of the lowest state.

(e) Evaluate the results for Eg = 0.1 hartree, μ = 0.2 and p = 1, with ε equal to the static dielectric constant of the independent pairs.

**Hints**

1. The independent-pair response χ0 vanishes as q². Write χ0 = −q²P(ω) and see what the kernel does to the factor q².

2. Measure k in units of κ0 = √(2μEg). The integral for P then needs only partial fractions and one derivative with respect to a parameter.

3. Ask how P varies between ω = 0 and ω = Eg, and whether it is finite at the gap.

4. Write the kernel as a matrix between pairs k and k'. What happens to a pair state whose total dipole is zero?

5. For the Coulomb states, the optical amplitude becomes a Laplace transform of the radial function. Transform the radial equation itself.

**Solution**

**(a) The dielectric function**

For a Hamiltonian with a local potential, [x, H] = i p_x. Its matrix element between the bands gives an interband dipole of magnitude

d_k = p/E_k,

which we adopt as the dipole of the model. For small q the density matrix element of a pair has squared magnitude q²d_k². With the abbreviation ⟨F⟩ = ∫ d³k/(2π)³ F_k, the independent-pair response is

χ0 = g q² ⟨d_k² [1/(ω − E_k) − 1/(ω + E_k)]⟩.

The bracket equals −2E_k/(E_k² − ω²). Hence χ0 = −q²P(ω), with

P(ω) = 2g p² ⟨1/[E_k(E_k² − ω²)]⟩.

Let χ̄ be the response to the total macroscopic field, from which the macroscopic Hartree term v = 4π/q² is left out. It obeys χ̄ = χ0 + χ0 f_xc χ̄, so

χ̄ = χ0/(1 − f_xc χ0).

The product in the denominator is (−α/q²)(−q²P) = αP. The two powers of q² cancel, and the kernel therefore survives in the optical limit. A kernel that stays finite as q → 0 would drop out here.

The full response is χ = χ̄/(1 − vχ̄). Since 1/ε_M = 1 + vχ = 1/(1 − vχ̄), we have ε_M = 1 − vχ̄, or

ε_M(ω) = 1 + 4πP_α(ω), P_α = P/(1 − αP).

Below the gap P is real and finite, so a pole of ε_M requires

αP(ω) = 1.

**(b) The condition for a pole**

Since 2E_k/(E_k² − ω²) = 1/(E_k − ω) + 1/(E_k + ω), division by E_k² gives

P = g p² ⟨(1/E_k²)[1/(E_k − ω) + 1/(E_k + ω)]⟩.

Set k = κ0 s and define

b = √(1 − ω/Eg), b₊ = √(1 + ω/Eg).

Then E_k = Eg(1 + s²), E_k − ω = Eg(s² + b²) and E_k + ω = Eg(s² + b₊²). The angular integral turns d³k/(2π)³ into k²dk/(2π²), so

P = [g p² κ0³/(2π²Eg³)] [J(b) + J(b₊)],

J(b) = ∫₀^∞ ds s²/[(s² + 1)²(s² + b²)].

To find J, first replace (s² + 1)² by s² + a². Partial fractions give

s²/[(s² + a²)(s² + b²)] = [a²/(s² + a²) − b²/(s² + b²)]/(a² − b²).

Since ∫₀^∞ ds a²/(s² + a²) = πa/2, the integral of this expression is

(π/2)(a − b)/(a² − b²) = π/[2(a + b)].

The operation −(1/2a)∂/∂a turns 1/(s² + a²) into 1/(s² + a²)². Applied to the result at a = 1, it gives J(b) = π/[4(1 + b)²]. Therefore

P(ω) = C[1/(1 + b)² + 1/(1 + b₊)²],

C = g p²(2μ/Eg)^{3/2}/(8π),

where κ0³/Eg³ = (2μ/Eg)^{3/2} was used.

At ω = 0 both b and b₊ are 1, so P(0) = C/2. At the gap b = 0 and b₊ = √2. Because 1/(1 + √2) = √2 − 1, whose square is 3 − 2√2,

P(Eg) = (4 − 2√2)C.

This is finite because the density of pair states in three dimensions vanishes at the band edge. Between the two frequencies P rises strictly, since 1/(E_k² − ω²) grows with ω for every k. The equation P = 1/α thus has a root with 0 < ω < Eg if and only if 1/α lies between P(0) and P(Eg):

1/P(Eg) < α < 1/P(0),

and this root is unique. Let ε₀(ω) = 1 + 4πP(ω) be the dielectric function of the independent pairs. The condition then reads

4π/[ε₀(Eg) − 1] < α < 4π/[ε₀(0) − 1].

The ratio of the upper to the lower edge is P(Eg)/P(0) = 4(2 − √2) ≈ 2.34, whatever the values of Eg, μ and p, as long as the parabolic bands are taken to extend over all k.

Below the lower edge the attraction is too weak to bind. Above the upper edge, put ω = iξ. Then P contains 1/(E_k² + ξ²) and falls from P(0) to zero as ξ grows, so αP = 1 has a root at real ξ > 0. This root is a pole of χ̄, the response at fixed total macroscopic field, so it describes a polarization that grows in time while that field is held at zero: under this condition the assumed ground state is unstable. A longitudinal density wave, which also feels v, has χ = −q²P/[1 + (4π − α)P] and acquires such a root only for α > 4π + 1/P(0). A stronger kernel therefore deepens the exciton only up to a limit.

**(c) The number of bound states**

The kernel between two pairs is the product of their density matrix elements with −α/q². With suitable phases this is

K_kk' = −α d_k d_k'.

It is a product of a function of k and a function of k', a matrix of rank one. Let X_k and Y_k be the resonant and antiresonant amplitudes, equal in the g spin channels. Summing over the channels gives the eigenvalue equations

(E_k − ω)X_k = αg d_k D,

(E_k + ω)Y_k = αg d_k D,

D = ⟨d_k(X_k + Y_k)⟩.

If D = 0, the right-hand sides vanish. For 0 < ω < Eg both factors on the left are positive, so X and Y vanish too, and there is no such bound state. If D ≠ 0, we solve for X_k and Y_k, insert them into D and divide by D:

1 = αg ⟨d_k²[1/(E_k − ω) + 1/(E_k + ω)]⟩ = αP(ω).

This is the condition of part (b), which has at most one root. The kernel thus binds one state for the given polarization, or none. A second member of a series would need a node in its pair wave function, but the attraction sees a pair state through the single number D and has no further structure with which to bind it.

**(d) Strengths, and the Coulomb series**

Near a pole at ω_b write P_α ≈ R/(ω_b − ω). With an infinitesimal damping this gives an absorption line Im ε_M = 4π²R δ(ω − ω_b), so R measures the optical strength. Expanding the denominator,

1 − αP ≈ αP'(ω_b)(ω_b − ω),

and using α = 1/P(ω_b), we obtain

R = P(ω_b)²/P'(ω_b).

The exciton problem with a Coulomb attraction will be solved in the Tamm-Dancoff approximation (TDA), which drops the antiresonant amplitudes Y. To obtain a closed-form ratio, the kernel −α/q² is first treated in the same way. Only the first term of P then remains, P_T = C/(1 + b)². The pole condition becomes (1 + b)² = αC, where b² = E_b/Eg and E_b = Eg − ω_b is the binding energy. From db/dω = −1/(2bEg),

P_T' = C/[bEg(1 + b)³],

R_T = P_T²/P_T' = C Eg b/(1 + b).

Now take the Bethe-Salpeter equation with the attraction −1/(εr). In these parabolic bands, with the exchange term omitted along with the local fields and with the overlaps of the cell-periodic Bloch functions of one band at different k set to one, it becomes the Wannier equation for the relative motion. The neglected overlap corrections are of relative order (μp/(εEg))², which is 0.16 for the parameters of part (e), so the Coulomb series below is that of the Wannier model. The matrix element p/E_k does not depend on the direction of k, in magnitude or in phase, so only s states absorb. Parts (a) to (c) need only its magnitude; the Coulomb strengths below also rely on its constant phase. Write ψ(r) = u(r)/(r√(4π)), λ = μ/ε, and the binding energy as ν²/(2μ). The radial equation, multiplied by r, is

r u'' + 2λu − ν² r u = 0, u(0) = 0.

Let U(s) = ∫₀^∞ u e^{−sr} dr. Multiplication by r becomes −d/ds, and u'' becomes s²U − u'(0), so

−(s²U)' + 2λU + ν²U' = 0,

U'/U = 2(λ − s)/(s² − ν²) = (λ/ν − 1)/(s − ν) − (λ/ν + 1)/(s + ν).

The solution is U = N(s − ν)^{λ/ν−1}/(s + ν)^{λ/ν+1}. For a decaying u, U must be regular at every s > 0, including s = ν. This requires λ/ν = n with n = 1, 2, 3, …, and the binding energies are

ν²/(2μ) = μ/(2ε²n²).

This is the infinite Rydberg series. The constant N follows from the normalization of u. By Parseval's theorem,

1 = ∫₀^∞ u² dr = (1/2π)∫ dy |U(iy)|² = (N²/2π)∫ dy/(y² + ν²)² = N²/(4ν³),

with y running from −∞ to ∞. Hence N² = 4ν³.

The strength of level n is R_n = g p²|⟨ψ_k/E_k⟩|². Here 1/E_k = 2μ/(k² + κ0²) is the Fourier transform of 2μe^{−κ0r}/(4πr), so

⟨ψ_k/E_k⟩ = ∫ d³r ψ(r) 2μe^{−κ0r}/(4πr) = [2μ/√(4π)] U(κ0).

Let b = λ/κ0. Since the 1s binding energy is λ²/(2μ) and Eg = κ0²/(2μ), this is again b = √(E_b/Eg). With ν = κ0b/n,

R_n = g p²(μ²/π) · 4ν³(κ0 − ν)^{2n−2}/(κ0 + ν)^{2n+2}

= [4g p²μ²/(πκ0)] (b/n)³(1 − b/n)^{2n−2}/(1 + b/n)^{2n+2}.

The prefactor equals 8C Eg, because C Eg = g p²κ0³/(8πEg²) and Eg² = κ0⁴/(4μ²). For n = 1,

R_1 = 8C Eg b³/(1 + b)⁴.

At equal binding energy the two lowest states therefore compare as

R_T/R_1 = (1 + b)³/(8b²).

The logarithmic derivative of this ratio is 3/(1 + b) − 2/b = (b − 2)/[b(1 + b)], which is negative for 0 < b < 1. The ratio falls to 1 at b = 1, where the binding energy equals the gap. For every smaller binding energy it exceeds 1, and for shallow states it grows as 1/(8b²). This is the sense in which the strength is exaggerated: relative to the Wannier exciton of equal binding, in this model.

The wave function shows where the excess comes from. In the TDA the amplitude of the single state is proportional to d_k/(E_k − ω_b), hence to

1/[(s² + 1)(s² + b²)] = [1/(s² + b²) − 1/(s² + 1)]/(1 − b²).

In real space this is proportional to (e^{−bκ0r} − e^{−κ0r})/r, while the 1s exciton is proportional to e^{−bκ0r}. Both have the same exponential decay length 1/(bκ0). For small b, however, the first function falls roughly as 1/r well inside the range 1/κ0 ≪ r ≪ 1/(bκ0), where the 1s function is nearly flat. After normalization it has more weight at short distance, and the optical amplitude samples just that region through the factor e^{−κ0r}.

**(e) Numbers**

The parameters are round model values, with μ and p treated as independent. A strict two-band k·p model would tie them by 1/μ = 4p²/Eg, giving μ = 0.025 along x. The numbers below also take the bands to all k; cutting the integrals at k = 0.6 bohr⁻¹ would change ε from 5.00 to 4.79, the ratio of the window edges from 2.34 to 2.42, and the strength ratio at b = 0.2 from 5.4 to about 5.2. They give κ0 = √(2 × 0.2 × 0.1) = 0.2 bohr⁻¹ and, with 2μ/Eg = 4,

C = 2 × 8/(8π) = 0.6366.

Hence P(0) = 0.3183 and P(Eg) = 0.7458. The static dielectric constant is ε = 1 + 4π × 0.3183 = 5.00, and the window is

1.341 < α < 3.142.

Diagonalizing the full response problem on a grid of k confirms the edges. There is no bound mode at 0.98 times the lower edge and one at 1.02 times. At 2.30 times there is still one; at 2.40 times it has been replaced by an unstable mode.

The Coulomb 1s state has the binding energy 0.2/(2 × 25) = 0.0040 hartree, or 0.109 eV, so b = √0.04 = 0.2. To place the pole of the full response at the same energy we need b₊ = √1.96 = 1.4 and

P(ω_b) = 0.6366 × (1/1.44 + 1/5.76) = 0.5526,

α = 1/0.5526 = 1.81.

In the TDA the same binding needs α = 1.44/0.6366 = 2.26. The TDA strengths are

R_T = 0.6366 × 0.1 × 0.2/1.2 = 0.01061 hartree,

R_1 = 8 × 0.6366 × 0.1 × 0.008/1.2⁴ = 0.00196 hartree.

The single state is 5.4 times as strong as the 1s exciton. The Coulomb series continues as follows:

n = 2: binding 0.00100 hartree, strength 0.00023 hartree
n = 3: binding 0.00044 hartree, strength 0.00007 hartree
n = 4: binding 0.00025 hartree, strength 0.00003 hartree

Summed over the first 5000 levels, the series has the strength 0.00234 hartree. The single state exceeds even this sum, by a factor of 4.5, so at this binding it is not merely the series gathered into one line. The excess over the sum shrinks as b grows and is gone by b = 0.95. The full response gives its pole the strength 0.0169 hartree, 59% more than the TDA. In the Wannier model the overlaps between valence and conduction Bloch functions vanish, so the Coulomb attraction does not couple resonant and antiresonant pairs and the TDA is exact for it. Measured against the 1s state, the pole of the full response is 8.6 times as strong, so the TDA ratio of 5.4 understates the excess.

With α as the one free parameter, fitting the binding energy fixes the strength as well. The conclusions hold for a static α without local fields. A frequency-dependent α changes the pole condition to α(ω)P(ω) = 1, which may have more than one root, and local fields add further matrix elements to the kernel, which then need not have rank one.

**Variation 1: other screenings**

*Keep the bands, but let the Coulomb attraction be screened by ε = 2.5 or ε = 10. How does the exaggeration change?*

Since b = μ/(εκ0) = 1/ε for these parameters, b is 0.4 or 0.1. The ratio (1 + b)³/(8b²) gives

ε = 2.5: 1.4³/(8 × 0.16) = 2.14
ε = 10: 1.1³/(8 × 0.01) = 16.6

compared with 5.4 at ε = 5. The matching TDA values of α are 3.08 and 1.90. As the binding weakens, α approaches its threshold and R_T falls in proportion to b, whereas R_1 falls as b³. The kernel thus misrepresents the strength of a shallow exciton most.

**Variation 2: binding just above threshold**

*Let α exceed its threshold by a small fraction δ. Find the binding energy in the full response and in the TDA.*

In the full response, b₊² = 2 − b² changes only at second order in b. To first order, therefore,

P ≈ P(Eg) − 2Cb.

With α = (1 + δ)/P(Eg), the pole condition is P = P(Eg)/(1 + δ) ≈ P(Eg)(1 − δ). Hence b ≈ P(Eg)δ/(2C) = (2 − √2)δ, and

E_b ≈ (2 − √2)² Eg δ² ≈ 0.34 Eg δ².

In the TDA the threshold is α = 1/C, and the pole condition gives b = √(1 + δ) − 1 ≈ δ/2, so

E_b ≈ Eg δ²/4.

The binding starts quadratically in both cases, but the thresholds differ: 1.341 in the full response and 1.571 in the TDA for the parameters of part (e). A value of α between them binds an exciton in the full response and none in the TDA, so a fitted α belongs to the approximation in which it was fitted.

Calculated quantities

```
gap Eg = 0.1000 hartree = 2.7211 eV
reduced mass mu = 0.200 electron masses
momentum element p = 1.000 atomic units; spin factor g = 2
kappa0 = 0.2000 1/bohr
C = 0.636620 (dimensionless)
P(0) = 0.318310 (dimensionless)
P(Eg) = 0.745846 (dimensionless)
independent-particle epsilon(0) = 5.0000
independent-particle epsilon(Eg) = 10.3726
lower edge of alpha window = 1.34076
upper edge of alpha window = 3.14159
ratio of window edges = 2.34315
alpha/lower edge = 0.90: bound modes = 0, unstable = False
alpha/lower edge = 0.98: bound modes = 0, unstable = False
alpha/lower edge = 1.02: bound modes = 1, unstable = False
alpha/lower edge = 1.50: bound modes = 1, unstable = False
alpha/lower edge = 2.30: bound modes = 1, unstable = False
alpha/lower edge = 2.40: bound modes = 0, unstable = True
1s binding = 0.004000 hartree = 0.10885 eV
pole energy = 0.096000 hartree = 2.61229 eV
b = 0.20000 (dimensionless)
P at pole energy = 0.552621 (dimensionless)
full-response matched alpha = 1.80956
full-response binding by diagonalization = 0.004000 hartree
full-response pole strength = 0.016880 hartree
TDA threshold alpha = 1.57080
TDA matched alpha = 2.26195
TDA pole strength = 0.010610 hartree
Coulomb n=1: binding = 0.0040000 hartree, strength = 0.0019649 hartree
Coulomb n=2: binding = 0.0010000 hartree, strength = 0.0002329 hartree
Coulomb n=3: binding = 0.0004444 hartree, strength = 0.0000683 hartree
Coulomb n=4: binding = 0.0002500 hartree, strength = 0.0000287 hartree
Coulomb s-series strength, n=1..5000 = 0.002340 hartree
TDA single pole / whole Coulomb series = 4.5352
screening 2.50: b = 0.4000, TDA alpha = 3.0788, strength ratio to 1s = 2.1438
screening 5.00: b = 0.2000, TDA alpha = 2.2619, strength ratio to 1s = 5.4000
screening 10.00: b = 0.1000, TDA alpha = 1.9007, strength ratio to 1s = 16.6375
```
